# Critical Ionization Multiplier of a Plasma Slab by Inverse Power Iteration

## The result

A quasineutral plasma fills the gap $0<x<L$ between two absorbing walls. Its electron temperature $T_e(x)$ is given, and its ionization frequency is $\nu(x)$. The critical multiplier $\lambda$ is the factor by which ionization must be multiplied for production to balance wall loss. It is the smallest eigenvalue of

$$-\frac{d}{dx}\left(\mu T^{g}\frac{du}{dx}\right)=\lambda\,\nu\,T^{g-1}u,\qquad u(0)=u(L)=0, \tag{1}$$

and the density profile is $n=uT^{g-1}$. Here $\mu$ is the uniform ion mobility, $T=T_e+T_i$ with uniform ion temperature $T_i$, and the electron mobility varies as $T_e^{-g}$. Temperatures are in eV, numerically equal to volts, so $\mu T$ is a diffusion coefficient.

On a grid, (1) becomes $Au=\lambda Bu$. Repeatedly solving $Aw=Bu$ and replacing $u$ by $w$ yields $\lambda$ and the profile, with bounds on the grid eigenvalue at every step. In a uniform slab the answer is $\lambda=\mu T\pi^2/(\nu L^2)$.

## Three nodes by hand

Take $-u''=\lambda b\,u$ with $L=4$, spacing 1 and three interior nodes. Replacing $-u''$ by $2u_i-u_{i-1}-u_{i+1}$ gives

$$A=\begin{pmatrix}2&-1&0\\-1&2&-1\\0&-1&2\end{pmatrix},\qquad B=\mathrm{diag}(b_1,b_2,b_3).$$

Let ionization be twice as strong on the left: $b=(2,1,1)$. Start from $u=(1,1,1)$, so $Bu=(2,1,1)$, and solve $Aw=Bu$:

$$2w_1-w_2=2,\quad -w_1+2w_2-w_3=1,\quad -w_2+2w_3=1.$$

The outer equations give $w_1=1+w_2/2$ and $w_3=(1+w_2)/2$. The middle one becomes $w_2-\tfrac32=1$, so $w=(2.25,\,2.5,\,1.75)$.

If $u$ were the eigenvector, $u_i/w_i$ would equal $\lambda$ at every node. The ratios are 0.444, 0.400 and 0.571, so $\lambda$ lies between 0.400 and 0.571, as proved below. A better single estimate is the Rayleigh quotient

$$R=\frac{w^TBu}{w^TBw}=\frac{4.5+2.5+1.75}{10.125+6.25+3.0625}=0.450.$$

For the second step, $u=(2.25,2.5,1.75)$ and $Bu=(4.5,2.5,1.75)$. The same elimination gives $w_2-3.125=2.5$, hence $w=(5.0625,\,5.625,\,3.6875)$. The ratios are now 0.4444, 0.4444 and 0.4746, and $R=43.297/96.496=0.4487$. Expanding $\det(A-\lambda B)=0$ gives

$$4-13\lambda+10\lambda^2-2\lambda^3=0,$$

whose smallest root is 0.4486. Two solves have fixed the eigenvalue to about 0.0001.

With $b=(1,1,1)$ the smallest eigenvalue is $2-\sqrt2=0.586$. Strengthening the left source lowers the multiplier and tilts the profile to the left. The continuum value for uniform $b$ is $(\pi/4)^2=0.617$; the difference is the error of this coarse grid.

## Where the plasma equation comes from

When $T_e$ varies, the ambipolar flux needs care. Let $\varepsilon$ be electron kinetic energy in eV. Take a local Maxwellian, $f\propto nT_e^{-3/2}e^{-\varepsilon/T_e}$, and a momentum-transfer cross-section $\sigma\propto\varepsilon^s$ with $s<2$. In a collisional, weakly anisotropic electron gas, diffusion follows the gradient of $f$ at fixed total energy. With potential $\phi$ and field $E=-\phi'$, that gradient is $\partial_x f-E\,\partial_\varepsilon f$, and

$$\Gamma_e\propto-\int_0^\infty\frac{\varepsilon}{\sigma}\left(\partial_xf-E\,\partial_\varepsilon f\right)d\varepsilon .$$

The derivatives are

$$\partial_xf=f\left[\frac{n'}{n}+\frac{T_e'}{T_e}\left(\frac{\varepsilon}{T_e}-\frac32\right)\right],\qquad \partial_\varepsilon f=-\frac{f}{T_e}.$$

The integral carries the weight $\varepsilon^{1-s}e^{-\varepsilon/T_e}$, for which the mean of $\varepsilon$ is $(2-s)T_e$. Electrons are far more mobile than ions, so to leading order in the mobility ratio the bracketed electron drive must vanish:

$$\frac{n'}{n}+\left(\frac12-s\right)\frac{T_e'}{T_e}+\frac{E}{T_e}=0.$$

The mobility scales as $T_e^{-5/2}\,T_e^{2-s}=T_e^{-(s+1/2)}$, so $g=s+\tfrac12$ and

$$E=-\left[T_e\frac{n'}{n}+(1-g)T_e'\right].$$

Insert this in the ion flux $\Gamma=\mu nE-\mu T_in'$. Because $T_i$ is uniform, $T_e'=T'$, and

$$\Gamma=-\mu\left[Tn'+(1-g)nT'\right],\qquad \Gamma'=\lambda\nu n. \tag{2}$$

The form $\Gamma=-\mu Tn'$ is the case $g=1$. Constant collision frequency has $s=-\tfrac12$ and $g=0$; the flux then follows the gradient of $nT$. A cross-section proportional to energy has $g=\tfrac32$.

Now set $u=nT^{1-g}$. Then

$$T^gu'=T^g\left[T^{1-g}n'+(1-g)T^{-g}T'n\right]=Tn'+(1-g)nT',$$

so $\Gamma=-\mu T^gu'$. Substituting $n=T^{g-1}u$ in the source gives (1), which is self-adjoint.

For ionization take the near-threshold cross-section $\sigma_0(\varepsilon/E_i-1)$. With mean speed $\bar v=\sqrt{8eT_e/\pi m}$, the Maxwellian average is

$$K=\frac{\bar v}{T_e^2}\int_{E_i}^{\infty}\sigma_0\left(\frac{\varepsilon}{E_i}-1\right)\varepsilon e^{-\varepsilon/T_e}d\varepsilon .$$

Putting $\varepsilon=E_i+y$ turns the polynomial into $\sigma_0(y+y^2/E_i)$. Since $\int_0^\infty ye^{-y/T_e}dy=T_e^2$ and $\int_0^\infty y^2e^{-y/T_e}dy=2T_e^3$,

$$\nu=NK=N\sigma_0\bar v\left(1+\frac{2T_e}{E_i}\right)e^{-E_i/T_e}, \tag{3}$$

where $N$ is the gas density.

## The general algorithm

Use nodes $x_i=ih$. Integrate (1) over the cell of width $h$ around each interior node, with $T$ in the flux evaluated at the cell faces:

$$c_{i-\frac12}(u_i-u_{i-1})+c_{i+\frac12}(u_i-u_{i+1})=\lambda b_iu_i,$$

$$c_{i+\frac12}=\frac{\mu T_{i+1/2}^{\,g}}{h},\qquad b_i=h\,\nu_iT_i^{\,g-1}.$$

The left side defines the tridiagonal matrix $A$, and the $b_i$ form the diagonal matrix $B$. Then:

1. Factor $A$ once and choose any positive $u$.
2. Solve $Aw=Bu$.
3. Record $\min_i(u_i/w_i)$, $\max_i(u_i/w_i)$ and $R=w^TBu/w^TBw$.
4. Stop if the bounds are close enough. Otherwise rescale $w$, call it $u$, and return to step 2.
5. Convert to density with $n_i=u_iT_i^{g-1}$.

**Positivity.** Suppose $Aw=r$ with $r\ge0$ and not all zero, and suppose the smallest interior $w_i$ were zero or negative. Both differences in row $i$ would then be at most zero, while their weighted sum $r_i$ is at least zero. Both must vanish, so the neighbours share the minimum. Repeating the argument reaches the walls, where $w=0$; hence $w=0$ everywhere and $r=0$, a contradiction. So $w>0$, and $A^{-1}B$ has positive entries. By the Perron–Frobenius theorem its largest eigenvalue, $1/\lambda_1$, is simple and has a positive eigenvector $v$.

**Bounds.** From $Av=\lambda_1Bv$ and the symmetry of $A$, $v^TBu=v^TAw=\lambda_1v^TBw$. Therefore

$$\sum_i v_ib_iw_i\left(\frac{u_i}{w_i}-\lambda_1\right)=0 .$$

Every weight is positive, so the ratios cannot all lie above $\lambda_1$ or all below it. The bounds enclose the eigenvalue of the grid problem, apart from rounding; they say nothing about the grid error.

**Convergence.** Write $u=\sum_jc_j\varphi_j$ with $\varphi_i^TB\varphi_j=\delta_{ij}$. One solve gives $w=\sum_j(c_j/\lambda_j)\varphi_j$, so the second mode shrinks relative to the first by $\lambda_1/\lambda_2$. The Rayleigh error is

$$R-\lambda_1=\frac{\sum_j(c_j/\lambda_j)^2(\lambda_j-\lambda_1)}{\sum_j(c_j/\lambda_j)^2}\ge0 .$$

It is quadratic in the unwanted amplitudes, so it shrinks by $(\lambda_1/\lambda_2)^2$ per step once the second mode dominates the error.

**Meaning of the multiplier.** At actual ionization and fixed $T_e$, a mode growing as $e^{\gamma t}$ obeys $(B-A)u=\gamma Wu$, with $W_{ii}=hT_i^{g-1}$. The largest growth rate is the maximum of $u^T(B-A)u/u^TWu$. Since $u^TAu\ge\lambda_1u^TBu$, it is negative if $\lambda_1>1$. If $\lambda_1<1$, the critical mode itself gives a positive value. The density decays in the first case and grows in the second. The linear problem does not set its absolute size.

## The uniform slab

For constant $T$ and $\nu$, put $D=\mu T$. Then $n''=-(\lambda\nu/D)n$, and the positive solution vanishing at both walls is $\sin(\pi x/L)$. Hence $\lambda=D\pi^2/(\nu L^2)$. On the grid, with $\theta=\pi h/L$,

$$2\sin i\theta-\sin(i-1)\theta-\sin(i+1)\theta=4\sin^2(\theta/2)\,\sin i\theta,$$

so

$$\lambda_h=\frac{4D}{\nu h^2}\sin^2\frac{\pi h}{2L}\approx\lambda\left(1-\frac{\pi^2h^2}{12L^2}\right).$$

For $L=4$ cm and $T_e=1.4$ eV, the parameters of the next section give $D=3543.8$ cm²/s and $\nu=3876.6$ s⁻¹. Thus

$$\lambda=\frac{3543.8\times\pi^2}{3876.6\times16}=0.56389 .$$

With 400 cells the iteration returns 0.5638888, equal to the grid formula at the printed digits; the continuum value is 0.5638917.

## An argon gap heated from one side

Consider argon at 0.5 Torr and 300 K in a 4 cm gap, with

$$T_e(x)=1.2+0.5\,e^{-x/(1\ \mathrm{cm})}\ \text{eV}.$$

The gas density is $1.609\times10^{16}$ cm⁻³ and $T_i=0.0259$ eV. Rough argon-like inputs are $\mu N=4\times10^{19}$ cm⁻¹V⁻¹s⁻¹, hence $\mu=2485$ cm²/Vs, with $\sigma_0=2\times10^{-16}$ cm², $E_i=15.76$ eV and $g=\tfrac32$.

On 400 cells, starting from a straight line rising from 1 to 2, the first steps are:

| Step | Rayleigh quotient | Bounds |
|---|---|---|
| 1 | 1.14842 | 0.865 to 173 |
| 2 | 1.11987 | 1.069 to 1.519 |
| 3 | 1.11915 | 1.109 to 1.162 |
| 4 | 1.11911 | 1.116 to 1.127 |

The first upper bound is huge because the starting line does not vanish at the walls, while $w$ is small at the nodes beside them. The eigenvalue ratio $\lambda_1/\lambda_2$ is 0.2994, and its square is 0.0896. The observed late error factors are 0.2995 for the bound width and 0.0895 for the Rayleigh quotient.

Grids of 400 and 800 cells give 1.1191061 and 1.1191173. If the leading error is proportional to $h^2$, it cancels in

$$\frac{4(1.1191173)-1.1191061}{3}=1.1191210 .$$

As an independent test, (2) was integrated from the hot wall in the variables $n$ and $\Gamma$, and $\lambda$ was adjusted until $n(L)=0$. This also gives 1.1191210. These digits measure numerical accuracy; the rough inputs and the omissions sized below leave even the first digit uncertain.

Since $\lambda=1.119$, ionization would have to rise by about 12% to balance the loss. As it stands the density decays, at a computed rate of 283 s⁻¹. Multiplying the whole $T_e$ profile by 1.0103 makes $\lambda=1$. The gap-mean temperature rises only from 1.323 to 1.336 eV. This stiffness comes from the exponential in (3): its logarithmic slope is $E_i/T_e$, about 12 at the density peak. Raising $T_e$ also speeds diffusion, so the net slope of $\lambda$ is about 11, and $\ln 1.119/11\approx0.0102$. For the same reason, a small relative error in the loss rate causes a much smaller relative error in the electron temperature found from particle balance.

The density peaks at 1.43 cm instead of the midpoint, 2 cm, and 79% of the ions reach the hot-side wall. To separate the causes, one role of $T_e$ was held at its gap mean while the other varied. With only ionization varying, the peak is at 1.34 cm; with only transport varying, it is at 2.09 cm. Ionization therefore pulls the peak toward the hot side, and transport weakly opposes it.

At fixed $T_e(x)$ and $\mu$, the electron mobility law matters too: $\lambda$ is 1.032 for $g=0$, 1.088 for $g=1$ and 1.119 for $g=\tfrac32$. A uniform slab at the gap-mean temperature gives 1.068, which is 4.6% below the full result. That closeness should not be assumed for other profiles, since the slab formula ignores where the hot region lies.

## How far the model can be trusted

The pressure and gap are plausible for argon processing discharges. The electron temperature near 1.3 eV is low and follows from the assumed Maxwellian tail: with a Druyvesteyn distribution and the same ionization cross-section, the uniform slab balances at an effective temperature near 2.7 eV instead of 1.33 eV. The temperature profile is imposed and is probably too steep. An elastic collision removes a fraction of order $2m/M$ of an electron's energy, where $M$ is the ion mass, so the energy lasts about $M/2m$ collisions. With mean free path $\ell$ and speed $v$, the diffusion coefficient is $\ell v/3$ and the energy lifetime is $(M/2m)\,\ell/v$. The square root of their product is $\ell\sqrt{M/6m}$, so bulk electrons can carry heat about $\sqrt{M/6m}\approx110$ mean free paths. Even a generous momentum cross-section of $1.5\times10^{-15}$ cm² gives a mean free path near 0.04 cm, and hence a distance comparable with the whole gap. Complete flattening at the same gap mean would change $\lambda$ from 1.119 to 1.068. Fast electrons relax sooner: with that cross-section and an inelastic one of $5\times10^{-17}$ cm², their length is about 0.13 cm. That inelastic value is reached near 16 to 17 eV; just above the excitation threshold the length is longer, about 0.5 cm at 12 eV. This short length does not by itself make ionization local. It applies only to electrons energetic enough to excite the gas, and these are supplied from lower energies, where relaxation is much slower. An ionization rate fixed by the local $T_e$ is therefore an assumption of the model, in the interior as well as near the walls.

Other omissions were sized with $T_e(x)$ held fixed:

- **Walls.** Letting ions leave at the Bohm speed $\sqrt{eT_e/M}$, instead of setting $n=0$, lowers $\lambda$ to 1.079.
- **Ion mobility.** Adding a rough reduction, $\mu/\sqrt{1+(|E|/N)/100\ \mathrm{Td}}$, lowers it further to 0.90. The sign of the balance reverses. At the cell face nearest the hot wall this grid gives a reduced field of about 900 Td; the field is higher still at the wall itself, and the grid does not resolve its steep rise. Constant mobility therefore fails near the walls.
- **Gas heating.** At 400 K and the same pressure, $\lambda=1.99$. Here $\mu\propto1/N$ and $\nu\propto N$, so $\lambda\propto N^{-2}$ when $T_i$ is also held fixed.
- **Depleted electron tail.** Halving ionization doubles $\lambda$, and the critical temperature scale rises from 1.010 to 1.079. Real depletion can be far stronger. At a plasma density of $10^{10}$ cm⁻³, a 12 eV electron, just above the excitation threshold where the cross-section is only about $3\times10^{-18}$ cm², loses energy to the gas hundreds of times faster than it exchanges energy with other electrons, and one near the ionization threshold does so thousands of times faster, so those collisions cannot maintain the Maxwellian tail assumed in (3). A tenfold loss of ionization would already raise the critical scale to roughly 1.3. A quantitative argon calculation needs a rate from the actual electron energy distribution.
- **Metastables.** At the electron temperature found at the density peak, a metastable fraction of about $2\times10^{-5}$ would make stepwise ionization equal direct ionization, using a rough scaled cross-section. This is about $3\times10^{11}$ cm⁻³, a density that argon discharges can approach, so the process is not safely negligible.

At a plasma density of $10^{10}$ cm⁻³ the Debye length is 0.0085 cm, so the bulk is quasineutral. Driven sheaths can be much thicker, and $L$ should then be the plasma width between them. In a uniform slab, losing 1 mm of the 4 cm raises $\lambda$ by $(4/3.9)^2-1$, about 5%.

With a Maxwellian tail, the wall, mobility and 400 K gas corrections computed above shift $\lambda$ by between 4% and 78%, but each moves the critical temperature by less than 10%. Gas at 500 K would already require a scale of 1.11. Strong tail depletion removes that reassurance, so the argon numbers illustrate the eigenvalue method and do not predict the temperature of a real discharge. The complete numerical output follows.

## Computed values

```
gap 4.0 cm; pressure 0.5 Torr; gas 300 K
Te = 1.2 + 0.5 exp(-x/1.0 cm) eV; g = 1.5
gas density 1.609e+16 cm^-3; ion temperature 0.0259 eV
mobility*N 4.0e+19 1/(cm V s); mobility 2485.4 cm2/Vs
ionization: sigma0 2.0e-16 cm2, threshold 15.76 eV
uniform slab Te 1.4 eV: D 3543.8 cm2/s, nu 3876.6 1/s
slab multiplier: formula 0.5638917, iteration 0.5638888
slab grid formula 0.5638888; sine error 3.9e-11
varying Te, 100 cells: multiplier 1.1188828
varying Te, 200 cells: multiplier 1.1190613
varying Te, 400 cells: multiplier 1.1191061
varying Te, 800 cells: multiplier 1.1191173
ratio of successive grid differences 3.989
extrapolated multiplier 1.1191210; shooting 1.1191210
largest profile difference from shooting 1.6e-05
iteration 1: Rayleigh 1.148424, bounds 0.86519 to 173.04537
iteration 2: Rayleigh 1.119866, bounds 1.06904 to 1.51938
iteration 3: Rayleigh 1.119146, bounds 1.10856 to 1.16167
iteration 4: Rayleigh 1.119109, bounds 1.11592 to 1.12715
iterations to relative bound width 1e-9: 18
lowest/second eigenvalue 0.2994; square 0.0896
observed error factors: vector 0.2995, value 0.0895
x 0.5 cm: Te 1.5033 eV, n/nmax 0.6398
x 1.0 cm: Te 1.3839 eV, n/nmax 0.9379
x 1.5 cm: Te 1.3116 eV, n/nmax 0.9984
x 2.0 cm: Te 1.2677 eV, n/nmax 0.9189
x 2.5 cm: Te 1.2410 eV, n/nmax 0.7523
x 3.0 cm: Te 1.2249 eV, n/nmax 0.5298
x 3.5 cm: Te 1.2151 eV, n/nmax 0.2731
density peak at 1.425 cm; Te there 1.320 eV
fraction of ions reaching hot-side wall 0.7927
profile-averaged ionization frequency 2841.7 1/s
wall-loss frequency of critical profile 3180.2 1/s
growth rate at multiplier 1: -282.8 1/s
critical scale of Te profile 1.01032
gap-mean Te 1.3227 eV; critical 1.3364 eV
uniform-slab multiplier at gap-mean Te 1.0681
g 0.0: multiplier 1.03189, peak 1.544 cm
g 1.0: multiplier 1.08828, peak 1.466 cm
g 1.5: multiplier 1.11912, peak 1.425 cm
peak, only ionization varying 1.336 cm
peak, only transport varying 2.091 cm
multiplier with Bohm-speed walls 1.0792
also mobility falling with field (100 Td scale) 0.8975
largest reduced field in that solution 904 Td
multiplier with gas at 400 K, same pressure 1.9895
critical Te scale if ionization is halved 1.07863
metastable fraction for equal stepwise rate 2.0e-05
fast-electron relaxation length 0.131 cm (rough)
Debye length at 1e+10 cm^-3: 0.0085 cm
```
